Critical Volume and Nucleation Barrier of Coherent Islands at Fixed Facet Angle

**1. Definitions and conventions**

A crystalline film grows on a thick substrate with a different lattice constant. It first forms a flat wetting layer, which is coherent: its lattice planes continue those of the substrate without dislocations. A square pyramid of the same material then forms on the layer. The symbols are:

L, V: base side and volume of the pyramid
θ, t = tan θ: facet angle and facet slope, both fixed
ε: mismatch, the in-plane strain of the flat film
μ, ν: shear modulus and Poisson ratio, taken isotropic and equal in film and substrate
γ_f, γ_w: surface energies per area of facet and wetting layer

The energy E(V) is measured from the state in which the same volume is spread out as thick, flat, strained film. The layer is assumed to supply atoms at the chemical potential of that film; section 7 removes this assumption. Elasticity is treated to leading order in the slope, the island is isolated, and edge energies are left out at first. The formulas contain no unit-dependent constants and hold unchanged in atomic units.

The result to be derived is

E(V) = Γ V^(2/3) − B ε² V,

V* = [2Γ/(3Bε²)]³, E* = 4Γ³/(27B²ε⁴).

If Γ and B do not depend on ε, the critical volume V* varies as |ε|^−6 and the barrier E* as |ε|^−4.

**2. Surface cost**

The apex lies a horizontal distance L/2 from each base edge, so its height is tL/2. The volume is one third of base times height:

V = (1/3) L² (tL/2) = tL³/6.

The facets project onto the base, so their total area is L²/cos θ. They replace an area L² of wetting-layer surface. Island and layer are the same material, so no interface is added. The cost is

E_surface = sL², s = γ_f/cos θ − γ_w.

We require s > 0. Inserting L = (6V/t)^(1/3) gives

E_surface = Γ V^(2/3), Γ = (6/t)^(2/3) s.

**3. Elastic energy as a surface-load problem**

In the flat film the two in-plane strains are ε and the normal stress vanishes. Hooke's law for each in-plane direction reads 2μ(1+ν)ε = σ − νσ, so

σ = 2μ(1+ν)ε/(1−ν).

Let u be the displacement from the flat strained state and e its strain. The change in elastic energy is the quadratic energy of e plus the work term of the existing stress,

F[u] = (1/2)∫ C e e dV + σ ∫_film ∇·u dV,

where C is the stiffness tensor and ∇ acts in the plane. At each height within the flat layer, the integral of ∇·u over the plane vanishes, because u falls off as 1/r² far from the island, faster than the circumference of a large circle grows. (The island exerts no net force.) What remains comes from the island, of height h(r). To leading order u may be taken at the flat surface:

σ ∫ h ∇·u d²r = −σ ∫ ∇h·u d²r.

The integration by parts has no boundary term, since h = 0 outside the island. The island therefore acts as a tangential load f = σ∇h on a flat half-space. At equilibrium the quadratic energy equals half the work (1/2)∫f·u, so the minimum of F is

W = (1/2)∫f·u d²r − ∫f·u d²r = −(1/2)∫f·u d²r.

The strain e is of order εt, apart from logarithmic peaks at the edges, where the slope jumps. These peaks are integrable, so the quadratic energy of e inside the island itself, left out here, is still smaller than W by a factor of order t.

**4. Response of the half-space**

Let the material fill z < 0. For a wave along x, take the Airy stress function

φ = A z exp(kz) cos kx.

It is z times a harmonic function, so its Laplacian is harmonic and φ is biharmonic, as required. The stresses are

σ_xx = ∂²φ/∂z² = A(2k + k²z) exp(kz) cos kx,
σ_zz = ∂²φ/∂x² = −Ak²z exp(kz) cos kx,
σ_xz = −∂²φ/∂x∂z = Ak(1 + kz) exp(kz) sin kx.

At z = 0 the normal stress σ_zz vanishes and the tangential load is Ak sin kx. In plane strain

e_xx = [(1−ν)σ_xx − νσ_zz]/(2μ),

which at the surface equals (1−ν)Ak cos kx/μ. Integration over x gives

u_x = (1−ν)A sin kx/μ = [(1−ν)/(μk)] × load.

Now write h_k = ∫ h(r) exp(−ik·r) d²r. The load component is f_k = iσk h_k, with k here the wave vector. It points along k, so each Fourier component is a plane-strain problem of the kind just solved. Therefore

W = −(1/2) ∫ [d²k/(2π)²] [(1−ν)/(μk)] σ²k²|h_k|² = −[σ²(1−ν)/(2μ)] J,

J = ∫ [d²k/(2π)²] k|h_k|².

A finite-element calculation for a sinusoidal surface of maximum slope 0.02 gives 0.998 times the energy of this law.

In two dimensions the Fourier transform of 1/r is 2π/k, so 1/k is the transform of 1/(2πr). Since k|h_k|² = |k h_k|²/k,

J = (1/2π) ∬ ∇h(r)·∇h(r′)/|r−r′| d²r d²r′.

Scaling all horizontal lengths by L shows that J is proportional to t²L³. The elastic gain is thus proportional to volume at fixed slope.

**5. The shape integral of the pyramid**

Divide a unit square into four triangles by its diagonals. On each, ∇h has magnitude t and points toward the centre. Adjacent gradients are perpendicular and contribute nothing; opposite gradients have scalar product −t². Let I_s, I_adj and I_opp be the double integrals of 1/|r−r′| with the two points in the same, adjacent and opposite triangles. With four ordered pairs of each contributing kind,

J/(t²L³) = (4I_s − 4I_opp)/(2π).

*Same triangle.* Shift a triangle of area a by a distance ρ in direction φ. The overlap with the original is bounded by lines parallel to the three original sides, so it is a similar triangle. If D(φ) is the longest chord in that direction, the longest chord of the overlap is D − ρ. The overlap area is a(1−ρ/D)², and

I = ∫dφ ∫_0^D (1/ρ) a(1−ρ/D)² ρ dρ = (a/3) ∫_0^(2π) D(φ) dφ.

For parallel chords, the length changes linearly between vertices and is largest at the middle vertex, so the longest chord passes through a vertex. Our triangle has area 1/4, hypotenuse 1 and legs 1/√2. Chords through the right-angled corner have D = 1/(2 cos φ) for −π/4 < φ < π/4, with φ measured from the altitude. Those through each acute corner have D = 1/(√2 cos φ) for 0 < φ < π/4, with φ measured from the adjacent leg. These ranges cover a half-turn. With

Λ = ∫_0^(π/4) dφ/cos φ = ln(1+√2),

a half-turn gives Λ + √2Λ, and a full turn twice that. Hence

I_s = (1/12) × 2(1+√2)Λ = (1+√2)Λ/6.

*Adjacent triangles.* Two adjacent quarters form a similar triangle enlarged by √2. The double integral scales as length cubed, so

2√2 I_s = 2I_s + 2I_adj, I_adj = (√2−1)I_s.

*Whole square.* The overlap of a unit square with its copy shifted by (x, y) is (1−|x|)(1−|y|). Eight equal sectors give

I_Q = 8∫_0^(π/4)dφ ∫_0^(1/cos φ) (1−ρ cos φ)(1−ρ sin φ)dρ
= 8∫_0^(π/4) [1/(2 cos φ) − tan φ/(6 cos φ)]dφ
= 4Λ − 4(√2−1)/3.

*Opposite triangles.* Counting ordered pairs in the square,

I_Q = 4I_s + 8I_adj + 4I_opp.

Therefore

4I_s − 4I_opp = 8I_s + 8I_adj − I_Q = 8√2 I_s − I_Q
= (4/3)(2+√2)Λ − 4Λ + (4/3)(√2−1)
= (4/3)(√2−1)(1+Λ).

Division by 2π gives

J = [2(√2−1)(1+Λ)/(3π)] t²L³ = 0.16537 t²L³.

Numerical integration of the triangle potentials gives 0.165371, and a Fourier sum over a periodic array of well-separated pyramids gives 0.165408.

Now insert σ and L³ = 6V/t into W:

σ²(1−ν)/(2μ) = 2μ(1+ν)²ε²/(1−ν),

W = −Bε²V, B = [2μ(1+ν)²/(1−ν)]κt,

κ = 6J/(t²L³) = (4/π)(√2−1)(1+Λ) = 0.992.

**6. Critical island and scaling**

Setting dE/dV = 0 gives

(2/3)ΓV^(−1/3) = Bε², so V*^(1/3) = 2Γ/(3Bε²).

Below V* the slope of E is positive and above it negative, so this is a maximum. There Bε²V*^(1/3) = 2Γ/3, and

E* = V*^(2/3)[Γ − 2Γ/3] = ΓV*^(2/3)/3 = 4Γ³/(27B²ε⁴).

In terms of the base side,

E = sL² − cL³, c = Bε²t/6,

L* = 2s/(3c), E* = 4s³/(27c²).

The critical side varies as ε^−2. Cubing it gives the sixth power in the volume; squaring it gives the fourth power in the barrier. The energy returns to zero at L = s/c = 1.5L*. Between L* and 1.5L* an island lowers its energy by growing, although it still costs more than flat film.

**7. When the exponents change**

*Supersaturation and layer binding.* Suppose the supply has an excess energy g per volume over thick strained film, constant during island growth. The volume term becomes −(Bε²+g)V. Let s also depend on mismatch, and define

p = Bε²/(Bε²+g), q = d ln s/d ln|ε|.

Now V* ∝ s³/(Bε²+g)³ and E* ∝ s³/(Bε²+g)². For constant g, d ln(Bε²+g)/d ln|ε| = 2p, so the local exponents are

for V*: 3q − 6p; for E*: 3q − 4p.

The values −6 and −4 follow for g = 0 and constant s. Strong supersaturation, g ≫ Bε², makes p small; both exponents then approach 3q, so the dependence on mismatch is weak if s is constant. A thin layer bound strongly to the substrate has g < 0. If g ≤ −Bε², the energy rises at every volume and there is no critical island. Islands can form only after g has risen above this limit, for instance because the layer thickens and its binding weakens, or because the supply becomes more supersaturated.

*Free facet angle.* Let γ_f = γ_w = γ for every angle. At small slope 1/cos θ − 1 ≈ t²/2, so s ≈ γt²/2, while c = c₂t² with c₂ independent of t. Then

L* ≈ γ/(3c₂), E* ≈ γ³t²/(54c₂²).

The barrier vanishes as t → 0 at finite base side. A nonzero barrier in this case rests on the condition that the surface cannot pass through arbitrarily shallow slopes.

**8. Worked example**

Take the round values μ = 300 eV/nm³, ν = 0.2, γ_f = γ_w = 6 eV/nm², t = 0.2 and ε = 0.04 in magnitude. The surface cost is

s = 6(√1.04 − 1) = 0.119 eV/nm².

The elastic gain per volume is

Bε² = [2 × 300 × 1.2²/0.8] × 0.992 × 0.2 × 0.04² = 0.343 eV/nm³.

The flat film stores σε = 900 × 0.04² = 1.44 eV/nm³, so the island releases about 24% of it. Next,

c = 0.343 × 0.2/6 = 0.0114 eV/nm³,

L* = 2 × 0.1188/(3 × 0.01143) = 6.9 nm (69 Å),

V* = 0.2 × 6.93³/6 = 11 nm³ (1.1 × 10⁴ Å³),

E* = 4 × 0.1188³/(27 × 0.01143²) = 1.9 eV.

At 900 K this barrier is about 25 kT. With 44 atoms per nm³ the critical island holds about 490 atoms and is about five atomic layers high, so a continuum description is already coarse.

At ε = 0.02, with everything else fixed, the volume grows by 2⁶ = 64 to 710 nm³ and the barrier by 2⁴ = 16 to 30 eV. Thermal nucleation over such a barrier is negligible at 900 K.

**9. Size of the neglected effects**

Each change below is made alone, with the other inputs of the 4% case held fixed. The resulting barriers are estimates, not bounds.

*Supersaturation.* The relaxation gain is 7.8 meV per atom. A supersaturation ratio of 1.1 supplies kT ln 1.1 = 7.4 meV per atom, nearly as much. The barrier drops to 0.50 eV, and the local exponents become −3.1 for volume and −2.1 for barrier. The simple powers therefore require a supersaturation well below 10% here.

*Surface energies.* The cost s is a small difference of large numbers. Raising γ_f by 1% adds 0.06 eV/nm² to s, and since E* varies as s³ the barrier rises to 6.6 eV. If s instead gains 1 eV/nm² per unit |ε|, the barrier is 4.5 eV and the exponents are −5.2 and −3.2. With the opposite sign, s = 0.119 − 0.040 = 0.079 eV/nm² and the barrier falls to about 0.6 eV.

*Edges.* A trial edge energy of 0.01 eV/nm on the base and ridge edges raises the barrier to 2.4 eV. This trial value is small (1 meV/Å); ten times as much, 0.1 eV/nm, raises the barrier to 7.5 eV. For fixed edge energy, the ratio of edge to surface cost at the critical size varies as the inverse of the critical side. This is close to ε² while the edge cost is a small correction and weaker otherwise; in either case edges matter less at small mismatch.

*Finite slope.* For long parallel ridges spaced at four times their base width, a finite-element calculation at slope 0.2 gives 0.85 of the relaxation extrapolated from slope 0.01; wide spacing lowers this to 0.84. Applied to the pyramid, the factor 0.85 would give a barrier of 2.7 eV, but this overstates the effect: a three-dimensional finite-element calculation for the pyramid itself gives a factor of about 0.92, which falls by about 0.005 as the mesh is refined, and hence a barrier of 2.2 to 2.3 eV.

*Elastic anisotropy.* With rough cubic constants C11 = 800, C12 = 300 and C44 = 420 eV/nm³, the relaxation of a surface wave is 0.88 of the isotropic value along [100] and 0.77 along [110]. Applying either ratio to the whole pyramid would give a barrier of 2.5 or 3.2 eV. The pyramid contains waves of all directions; summing over them, for base sides along [100], gives a ratio of 0.82 and a barrier of 2.8 eV.

*Dislocations.* One dislocation with an in-plane Burgers component b of about 0.4 nm compensates the mismatch over a length b/|ε|, which is 10 nm at 4%. The critical island is smaller than this. Since L* varies as ε^−2 and the spacing as |ε|^−1, the two lengths meet at a mismatch of 2.8%. In the 2% case the critical side is 28 nm and the spacing 20 nm, so coherence is doubtful there. These figures hold for a 90° dislocation. For the common 60° type the misfit-relieving part, the in-plane component perpendicular to the dislocation line, is only half as large, so its spacing at 4% is about 5 nm, shorter than the critical side, and the comparison then gives no assurance of coherence. In either case it compares lengths; it is not an energy criterion for dislocation formation.

**10. Relation to a real growth process**

The parameters lie in the regime of germanium-rich pyramids on Si(001): a mismatch near 4% for pure germanium, {105} facets of slope 1/5, and growth at several hundred degrees Celsius. The elastic constants and surface energies are rough, and the equality of γ_f and γ_w is a choice that strongly affects the barrier. Lowering γ_f by 1% reduces the barrier to 0.2 eV, and lowering it by 2% makes s negative; without edge energy there is then no critical island and neither power law applies. Compression lowers the energy of the germanium {105} facet, so s > 0 is not assured for the real system, and the example does not show that these pyramids form by nucleation over a barrier of this kind. The silicon below the wetting layer is also stiffer than germanium. This lowers the relaxation by roughly 10% for a layer about 0.5 nm thick and by about 20% in the limit of a vanishing layer, which alone would raise the barrier to between 2.3 and 3.0 eV. The reduction depends on the ratio of island size to layer thickness, so B is then not quite constant and the simple powers are only approximate. Real islands can take up silicon from the substrate, which breaks the assumption of fixed composition. If this cuts the mismatch by 25% and changes nothing else, the barrier rises from 1.9 to 6.0 eV, a factor (4/3)⁴. In an alloy series, surface energies, layer binding and elastic constants also change with composition. A measured exponent can therefore differ from −6 or −4 without contradicting the balance of surface cost and elastic relaxation. The remaining values are in the numerical output.

Numbers as computed

```
Shear modulus (rough): 300 eV/nm^3
Poisson ratio (rough): 0.2
Facet surface energy (rough): 6 eV/nm^2
Layer surface energy (rough): 6 eV/nm^2
Facet slope: 0.2
Mismatch: 0.04
Biaxial modulus: 900 eV/nm^3
FEM/law, surface wave: 0.9981
FEM/law, shallow ridge: 0.9878
Shape integral J/(t^2 L^3), closed: 0.165371
Same, polygon potentials: 0.165371
Same, Fourier sum: 0.165408
kappa: 0.992223
Surface cost s: 0.1188 eV/nm^2
Relaxation gain per volume: 0.3429 eV/nm^3
Cubic coefficient c: 0.01143 eV/nm^3
Critical side: 6.93 nm
Critical side, converted: 69.3 angstrom
Critical height: 0.693 nm
Critical volume: 11.09 nm^3
Critical volume, converted: 1.109e+04 angstrom^3
Barrier: 1.902 eV
Maximized volume: 11.09 nm^3
Maximized barrier: 1.902 eV
Zero-energy side: 10.4 nm
Second mismatch: 0.02
Volume at second mismatch: 710.1 nm^3
Barrier at second mismatch: 30.44 eV
Measured volume exponent: -6
Measured barrier exponent: -4
Temperature: 900 K
Barrier / kT: 24.53
Atom density (rough): 44 nm^-3
Atoms in critical island: 488.2
Critical height in atomic layers: 4.95
Relaxation gain per atom: 0.007793 eV
Supersaturation ratio, trial: 1.1
Its driving energy per atom: 0.007392 eV
Barrier with it: 0.5011 eV
Volume exponent with it: -3.079
Barrier exponent with it: -2.053
Surface cost per unit mismatch, trial: 1 eV/nm^2
Barrier with it: 4.543 eV
Volume exponent with it: -5.244
Barrier exponent with it: -3.244
Barrier, facet energy +1%: 6.614 eV
Edge energy, trial: 0.01 eV/nm
Barrier with edges: 2.387 eV
Ridge relaxation, true/small-slope: 0.8466
Barrier scaled by ridge ratio: 2.654 eV
Cubic/isotropic relaxation [100]: 0.876
Cubic/isotropic relaxation [110]: 0.7726
Barrier, cubic [100] ratio: 2.479 eV
Barrier, cubic [110] ratio: 3.187 eV
Barrier, mismatch cut by 25%: 6.012 eV
Barrier at half slope: 0.4862 eV
Barrier at 1/20 slope: 0.004898 eV
Dislocation spacing b/mismatch: 10 nm
Mismatch where side = spacing: 0.02772
```
